Spin splitting and orthogonal spin conduction in a two-dimensional d-wave altermagnet

**Q:** You say a magnet with no net magnetization can have spin-split bands and carry spin-polarized current. If the up and down moments cancel, why don't the up and down bands coincide? Start from a model in which I can see every assumption.

**A:** Take a square lattice of constant a with two magnetic sites per cell, A at the corner and B at the centre. The carriers feel a fixed exchange field, produced for instance by local moments that are equal and opposite on A and B. Everything is collinear and there is no spin-orbit coupling, so spin is conserved and each spin s = +1 (up) or −1 (down) has its own Hamiltonian. The exchange energy is −sJ on A and +sJ on B.

The surroundings of the two sites differ by a 90° rotation. An electron on A hops to the next A site with amplitude −ta along x and −tb along y; on B the two are exchanged. Hopping between neighbouring A and B sites has amplitude −t1. I measure k in units of 1/a. Two opposite hops along x give a factor 2cos kx, and the four A–B bonds, with displacements (±1/2, ±1/2), give 4cos(kx/2)cos(ky/2). The matrix elements are therefore

H_AA = −2ta cos kx − 2tb cos ky − sJ
H_BB = −2tb cos kx − 2ta cos ky + sJ
H_AB = g = −4t1 cos(kx/2) cos(ky/2).

Define t2 = (ta + tb)/2 and td = (ta − tb)/2. The half sum and half difference of the diagonal elements are ε0 and d − sJ, with

ε0 = −2t2(cos kx + cos ky)
d = −2td(cos kx − cos ky).

With Pauli matrices τ acting on the sublattice index,

H_s = ε0 + g τx + (d − sJ) τz.

**Q:** The exchange field still averages to zero over the cell. Where does a splitting come from?

**A:** From the product of two sublattice differences. Since τx and τz anticommute and each squares to one,

(H_s − ε0)² = g² + (d − sJ)² ≡ R_s².

The matrix H_s − ε0 has zero trace, so its eigenvalues are +R_s and −R_s, and the bands are E_s± = ε0 ± R_s. In the lower band ε0 cancels from the spin difference:

Δ(k) = E↑− − E↓− = R↓ − R↑.

Multiply and divide by R↑ + R↓. The numerator becomes

R↓² − R↑² = (d + J)² − (d − J)² = 4Jd,

so that

Δ(k) = 4Jd/(R↑ + R↓).

The upper band has the opposite splitting, R↑ − R↓. For nonzero J and td, Δ vanishes on the diagonals kx = ±ky, where d = 0, and changes sign when k is rotated by 90°. That is the d-wave pattern. The splitting is even in k, because d and g² are even.

Physically, when J > |d| an up electron in the lower band leans towards A, and a down electron leans towards B. If A offers easier motion along x and B along y, the two spins inherit different dispersions.

**Q:** Then perhaps you have hidden an ordinary antiferromagnet's spin degeneracy behind a special choice of hopping. What happens when the anisotropy is removed?

**A:** If td = 0, then d = 0 and Δ = 0 at every k. A and B then have identical hoppings, and exchanging them reverses the exchange field without changing anything else. If J = 0, the splitting vanishes too, since there is nothing to tell the spins apart. Both ingredients are needed.

There is also a bound. R↑ and R↓ are the lengths of the plane vectors (g, J − d) and (g, J + d), which differ by (0, 2d), so the triangle inequality gives |Δ| ≤ 2|d|. Reversing the second component of the first vector leaves its length unchanged, and the difference becomes (0, 2J). Hence |Δ| ≤ 2|J| as well.

**Q:** Give me numbers. A splitting of a few μeV would not impress me.

**A:** Choose the round model parameters t1 = 0.20 eV, ta = 0.22 eV, tb = 0.02 eV and J = 0.60 eV, hence t2 = 0.12 eV and td = 0.10 eV. They do not describe a particular material. At k = (π/2, 0),

d = −0.20(0 − 1) = 0.20 eV
g² = 0.80² × 1/2 = 0.32 eV²
R↑ = √(0.32 + 0.40²) = 0.693 eV
R↓ = √(0.32 + 0.80²) = 0.980 eV.

The splitting is 0.287 eV. At (0, π/2) it is −0.287 eV, and at (π/2, π/2) it is zero. At (π, 0), g = 0 and d = 0.40 eV, so R↑ = 0.20 eV, R↓ = 1.00 eV and Δ = 0.80 eV. This reaches the bound 2|d| at the largest possible d, so it is the maximum for these parameters.

**Q:** With splittings that large, one spin must be more populated than the other at some filling. You cannot just declare the magnetization zero.

**A:** It follows from the rotation C that takes (kx, ky) to (−ky, kx). Under C, ε0 and g are unchanged, while

d(Ck) = −2td(cos ky − cos kx) = −d(k).

Therefore

R_s(Ck)² = g² + (−d − sJ)² = g² + (d + sJ)² = R_−s(k)²,

and E_s(Ck) = E_−s(k) in each band. The number of carriers of spin s per cell is

N_s = Σ_bands ∫ d²k/(4π²) f(E_s(k)),

where f is the Fermi function and the integral covers the Brillouin zone. Substituting k = Ck′ maps the zone onto itself with unit Jacobian and turns N↑ into N↓. This holds at every chemical potential μ and temperature in the model. Where up states lie low, down states lie equally low a quarter turn away. The local moments behind J cancel by assumption, so the total spin magnetization is zero.

There is no equilibrium orbital magnetization either: with real hoppings, complex conjugation leaves each spin's Hamiltonian unchanged but would reverse an orbital moment.

**Q:** Does the same argument wipe out the sublattice polarization? Then there would be no magnetic order left to speak of.

**A:** No. In real space the symmetry behind C is a quarter turn about the midpoint of a cell edge, equivalently a quarter turn about a site followed by a shift of (a/2, a/2). A turn about a site alone would leave A on A. The combined operation exchanges A and B, so it relates the up density on A to the down density on B. It demands opposite sublattice moments, not vanishing ones. A periodic cluster of 10 × 10 cells, diagonalized in real space at μ = −1.00 eV and kT = 0.05 eV, has N↑ − N↓ = 0.215 per cell on A and −0.215 on B. Their sum is zero to rounding. For a large lattice the value per sublattice settles at 0.213.

The cancellation can fail. Change the B hoppings to 0.02 eV along x and 0.12 eV along y, so that B is no longer the rotated copy of A. The same cluster then has a net N↑ − N↓ of 0.091 per cell (0.090 for a large lattice). With partly filled bands, a distortion that makes the sublattices inequivalent in this way generally turns the compensated magnet into a ferrimagnet. If instead the lower band is full and the upper one empty, the sum stays zero even after the distortion, because each spin then has exactly one carrier per cell.

**Q:** Fine, equilibrium is balanced. But a current involves both spins equally, does it not? Equal densities should mean equal conductivities.

**A:** Equal densities do not imply equal velocities along a chosen axis. Use Boltzmann transport with one constant relaxation time τ for both spins. An electron of charge −e in a field F obeys ħ dk/dt = −eF, with k in ordinary units for the moment. In the steady state, drift and relaxation balance:

−(e/ħ) F·∇f = −(f − f0)/τ.

To first order in F, f on the left may be replaced by the equilibrium occupation f0:

δf = (eτ/ħ) F·∇f0 = (eτ/ħ) f0′ F·∇E.

This is the Fermi sea displaced by −eτF/ħ. The velocity is ∇E/ħ, and the current density of one spin is −e times the integral of velocity times δf. Its coefficient of F_j is

σ^s_ij = (e²τ/ħ²) Σ_bands ∫ d²k/(4π²) ∂iE_s ∂jE_s (−f0′).

The minus sign from the charge multiplies f0′, which is itself negative, so the diagonal elements are positive. On returning to k in units of 1/a, the two derivatives contribute a² and the area element 1/a², so the expression is unchanged.

This treatment omits field-induced mixing of the bands. It needs ħ/τ much smaller than both the band separation and the Fermi energy.

**Q:** Now use the symmetry, and be careful with the derivatives.

**A:** The band relation reads E↓(kx, ky) = E↑(−ky, kx). By the chain rule,

∂E↓/∂kx = (∂yE↑)(−ky, kx)
∂E↓/∂ky = −(∂xE↑)(−ky, kx).

Here ∂x and ∂y mean derivatives with respect to the first and second argument. The minus sign disappears on squaring, so after the change of variables

σ↓xx = σ↑yy, σ↓yy = σ↑xx.

The energies are also even in kx. The product ∂xE ∂yE is then odd in kx, and σxy = 0 for each spin. Write

σ↑xx = σ↓yy = S + D
σ↑yy = σ↓xx = S − D.

The total conductivity is 2S along both axes. A charge measurement of the perfect crystal sees an isotropic conductor, although each spin by itself is anisotropic if D ≠ 0.

**Q:** "If." Symmetry lets D be zero. Your claim that the spins prefer orthogonal axes has not been proved.

**A:** Correct. Symmetry says that any preference of one spin is matched by the opposite spin on the perpendicular axis. It does not fix the size or sign of D. For that we need the bands. Take ta and tb positive, as in the example. Then H_AA, H_BB and −|g| are all lowest at k = 0, and so is the lower band. At low carrier density we can therefore expand about that point. With k² = kx² + ky², to second order,

ε0 ≈ −4t2 + t2k²
g² ≈ 16t1²(1 − k²/8)² ≈ 16t1² − 4t1²k²
d ≈ td(kx² − ky²)
(d − sJ)² ≈ J² − 2sJ td(kx² − ky²).

Let R0 = √(16t1² + J²). The square root of R0² + u is R0 + u/(2R0) to first order in u, so

R_s ≈ R0 − [2t1²k² + sJ td(kx² − ky²)]/R0.

Subtracting this from ε0 gives the lower band:

E_s ≈ E0 + A k² + sB(kx² − ky²)
E0 = −4t2 − R0
A = t2 + 2t1²/R0
B = J td/R0.

For A > |B| these are two elliptical pockets crossed at right angles. With B > 0 the up pocket is short along x and long along y. Its curvature is larger along x, so its mass is smaller there: m = ħ²/[2a²(A + B)] along x and ħ²/[2a²(A − B)] along y.

**Q:** A light mass helps, but the ellipse also has fewer wave vectors along its short axis. Show that the geometry does not undo the advantage.

**A:** Make the ellipse circular with

px = √(A + sB) kx, py = √(A − sB) ky.

Then E_s − E0 = p² ≡ ε, and d²k = d²p/√(A² − B²). The product of the two scale factors is the same for both spins. With δ = μ − E0 and d²p → π dε after the angular integral, the density n_s of one spin is

n_s a² = [1/(4π√(A² − B²))] ∫₀^∞ f dε = kT ln(1 + e^(δ/kT))/(4π√(A² − B²)).

For the conductivity, (∂xE)² = 4(A + sB)²kx² = 4(A + sB)px². Over a circle px² averages to ε/2. Integration by parts gives ∫ε(−f′)dε = ∫f dε, because εf vanishes at both limits. The transport integral is thus 4(A + sB) × 1/2 × n_s a², and

σ^s_xx = (2e²τ/ħ²) n_s a² (A + sB)
σ^s_yy = (2e²τ/ħ²) n_s a² (A − sB).

The geometry is fully included, and the advantage survives. For J td > 0, up spins conduct better along x and down spins along y. The polarization for a field along x is

P = (σ↑xx − σ↓xx)/(σ↑xx + σ↓xx) = D/S = B/A.

Temperature drops out of this ratio as long as the quadratic bands hold. Reversing J reverses B and P, so regions with opposite staggered order favour opposite assignments of spin to axis.

**Q:** What do the limits of B/A say? I want to know whether a stronger exchange field always buys more polarization.

**A:** Insert the definitions and multiply through by R0:

B/A = J td/(t2R0 + 2t1²).

For weak exchange, with t1 ≠ 0, R0 approaches 4|t1| and the polarization grows linearly with J. For |J| much larger than both |t1| and t1²/t2, R0 approaches |J| and P tends to sgn(J) td/t2. More exchange then brings no further gain: each spin is already confined to one sublattice, and the hopping anisotropy of that sublattice sets the limit.

**Q:** Put the numbers through, with the approximation and the full lattice side by side.

**A:** Take a = 0.4 nm, τ = 100 fs, T = 100 K and μ 50 meV above the band bottom. The parameters give R0 = √(0.64 + 0.36) = 1.00 eV, and

A = 0.12 + 0.08 = 0.20 eV
B = 0.60 × 0.10/1.00 = 0.06 eV.

The masses are 0.92 and 1.70 electron masses. With kT = 8.617 meV, the factor kT ln(1 + e^(δ/kT)) is 50.0 meV, so

n_s a² = 0.0500/(4π × 0.1908) = 0.0209.

Using ħ/τ = 6.58 meV and the less rounded value n_s a² = 0.02087, the up conductivities are

σ↑xx = (e²/ħ) × 2 × 0.02087 × 260/6.58 = 0.401 mS
σ↑yy = (e²/ħ) × 2 × 0.02087 × 140/6.58 = 0.216 mS.

Integration over the full Brillouin zone gives 0.402 mS and 0.205 mS. For down spins the two values change places, and the total is 0.607 mS along either axis. The lattice polarization is 0.323, against B/A = 0.300; the formula is about 7% low relative to the lattice value.

The conditions for the transport theory are met: ħ/τ is well below the 50 meV Fermi energy and far below the band separation 2R0 = 2 eV at the pocket centre.

**Q:** Seven percent could be a missing factor somewhere.

**A:** A missing factor would survive at low density. The neglected terms are quartic in k, and k² in the pocket scales with δ, so at fixed kT/δ the error in P should shrink in proportion to δ. At δ = 10 meV the lattice gives P = 0.3045, and at 2 meV it gives 0.3009. The excess over 0.300 falls from 0.0045 to 0.0009, a factor of five for a fivefold reduction of δ. This checks the expansion within the Boltzmann formula, where the constant τ cancels from P. It is not a prediction for τ = 100 fs at such low densities: ħ/τ = 6.58 meV is then no longer much smaller than the Fermi energy.

**Q:** Low density is convenient for you. What happens in a properly filled band?

**A:** The rotation relations remain, but P must be computed. At 100 K the lattice integral gives:

μ = −1.3 eV: 0.16 carriers per cell, P = 0.39
μ = −1.1 eV: 0.40 carriers per cell, P = 0.54
μ = −0.9 eV: 0.75 carriers per cell, P = 0.81
μ = −0.3 eV: 1.56 carriers per cell, P = 0.94

The preference keeps its sign at these fillings and becomes much stronger. This is a result for the chosen parameters, not a general theorem.

The shape of the up Fermi contour changes as well. On the line kx = π, g = 0 and the lower energy is −0.16 − 0.04cos ky in eV, which never drops below −0.20 eV. On the line kx = 0, put u = 1 + cos ky; in eV,

E↑− = −0.24u − √(1 − 0.08u + 0.04u²) ≤ −1 − 0.20u,

since the root is at least 1 − 0.04u. For μ between −1.0 and −0.2 eV, the line kx = 0 therefore lies below μ and the line kx = π above it. The up Fermi contour separating them must run across the whole zone in the ky direction. It is no longer a closed pocket around k = 0. This argument describes only the shape of the contour; the size of P comes from the lattice integral.

**Q:** Does P then rise to one as the band fills?

**A:** No. Near the corner, let kx = π + qx and ky = π + qy. To second order, ε0 = 4t2 − t2q² and d = −td(qx² − qy²), while g² is quartic. For J > 0, R_s = J − sd, so

E_s− ≈ 4t2 − J − t2q² − s td(qx² − qy²).

In the example this is the band top, at −0.12 eV. The hole curvatures for up spin are t2 + td = 0.22 eV along x and t2 − td = 0.02 eV along y. The rescaling used for electrons applies to these holes and gives P → td/t2 = 0.83 for a small hole density at low temperature. That is below the 0.94 found at μ = −0.3 eV, so P does not rise steadily all the way to the full band.

**Q:** In a device I may not align the field with x. What happens at another angle?

**A:** Let the field point along n = (cos φ, sin φ), with transverse direction t = (−sin φ, cos φ). Define the spin current as the up charge current minus the down charge current. The difference of the conductivity tensors is 2D diag(1, −1). Its longitudinal and transverse parts are

2D(cos²φ − sin²φ) = 2D cos 2φ
2D(−sin φ cos φ − cos φ sin φ) = −2D sin 2φ.

Dividing by the longitudinal charge conductivity 2S gives P cos 2φ and −P sin 2φ. Along x the current is polarized by P; along y by −P. At 45° the longitudinal current is unpolarized and a transverse spin current flows without transverse charge current. In the example its ratio to the charge current is −0.32. No spin-orbit coupling is involved.

**Q:** And while all this spin current flows, does the sample stay unmagnetized?

**A:** In the uniform bulk, to first order in the field, yes. The change in the number of each spin is the integral of δf, proportional to the integral of ∇f0 over the zone. That is zero because f0 is periodic. The current redistributes each spin among wave vectors without changing its total. At a sample edge that blocks the transverse spin current, spin can accumulate; this uniform calculation does not describe it.

**Q:** Which of your assumptions would you worry about first in a real film?

**A:** Those that protect the rotation relation. Unequal sublattices, or scattering that distinguishes x from y for reasons other than the magnetic order, can spoil the equality of σ↑xx and σ↓yy. Spin-orbit coupling or canted moments can mix the spins, so that two separate conductivities are no longer defined. In a film with regions of opposite J, the local preferences oppose each other. They cancel on average if exchanging the two kinds of region leaves the pattern statistically unchanged. Equal areas alone do not guarantee this: islands of one order inside the other can leave a net preference, provided each spin is conserved over the size of a region. If spin relaxes over much shorter distances, both spins share one potential, the uniform total conductivity 2S keeps the field uniform, and equal areas are enough for cancellation. A relaxation time that varies with k but respects the combined rotation and spin reversal leaves σ↑xx = σ↓yy and σ↑yy = σ↓xx intact, though it can change the size of P and, if the variation is strong enough, even its sign. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
t1, ta, tb, J = 0.20, 0.22, 0.02, 0.60 eV
t2, td = 0.12, 0.10 eV
lattice constant = 0.4 nm; relaxation time = 100 fs
temperature = 100 K; kT = 8.617 meV
hbar/tau = 6.58 meV
lower-band E_up - E_down at k a = (pi/2,0): 0.2870 eV
lower-band E_up - E_down at k a = (0,pi/2): -0.2870 eV
lower-band E_up - E_down at k a = (pi/2,pi/2): 0.0000 eV
lower-band E_up - E_down at k a = (pi,0): 0.8000 eV
largest lower-band splitting on grid = 0.8000 eV
lower band from -1.4800 to -0.1200 eV
upper band starts at 0.2000 eV
cluster: 10 x 10 cells, mu = -1.00 eV, kT = 0.05 eV
cluster N_up-N_down per cell on A, B = 0.21508, -0.21508
size of cluster net imbalance per cell = 1.4e-16
broken case: B hoppings x, y = 0.02, 0.12 eV
broken case: net N_up-N_down per cell = 0.09127
R0 = 1.0000 eV; E0 = -1.4800 eV
A = 0.2000 eV; B = 0.0600 eV (times a^2 k^2)
light, heavy mass = 0.916, 1.701 electron masses
mu - E0 = 50 meV; mu = -1.4300 eV
carriers per cell and spin: lattice 0.02139, formula 0.02087
total carrier density, lattice = 2.673e+13 cm^-2
sigma_up xx, yy, lattice = 0.4016, 0.2054 mS
sigma_down xx, yy, lattice = 0.2054, 0.4016 mS
sigma_up xx, yy, low-density formula = 0.4013, 0.2161 mS
total sigma xx, yy, lattice = 0.6070, 0.6070 mS
sigma_up xx/yy: lattice 1.9557, formula 1.8571
polarization P along x: lattice 0.3233, formula B/A 0.3000
field at 45 deg: size of longitudinal polarization = 7.8e-17
field at 45 deg: transverse spin/charge ratio = -0.3233
P at mu - E0 = 10 meV, kT/(mu-E0) unchanged: 0.30447
P at mu - E0 = 2 meV, kT/(mu-E0) unchanged: 0.30089
mu = -1.3 eV: carriers per cell 0.1641, P = 0.3877
mu = -1.1 eV: carriers per cell 0.3979, P = 0.5399
mu = -0.9 eV: carriers per cell 0.7547, P = 0.8081
mu = -0.7 eV: carriers per cell 1.0234, P = 0.8814
mu = -0.5 eV: carriers per cell 1.2754, P = 0.9154
mu = -0.3 eV: carriers per cell 1.5626, P = 0.9383
```
